# Hyperfine Paschen-Back Energies and Their Leading 1/B Corrections, part 1

(Sections cited here and not found follow in the second part.)

## I. The strong-field basis and the first-order energies

Suppose that an atomic level with electronic angular momentum $J=3/2$ and nuclear spin $I=3/2$ is described in a strong magnetic field by the weak-field rule. That rule couples the two momenta to a total $F$ and adds a Zeeman energy linear in the field. For equal $I$ and $J$, a state of definite $F$ is symmetric or antisymmetric under exchange of the two momenta, so the mean of $J_z$ is half the total projection $M$. If the small nuclear moment is neglected, both states with $M=2$ then have the slope $g_J\mu_B$. In a strong field the two states with $M=2$ instead have $m_J=3/2$ and $m_J=1/2$, with slopes $\tfrac32g_J\mu_B$ and $\tfrac12g_J\mu_B$. With $g_J=4/3$ and $\mu_BB/h=6998$ MHz, the weak-field rule is wrong by $\tfrac12\cdot\tfrac43\cdot6998\approx4665$ MHz. This is far more than the hyperfine constant of 100 MHz used in the example below.

The remedy is to let the field act first and the hyperfine interaction second. This is the hyperfine Paschen-Back, or Back-Goudsmit, regime. Its first-order energies have a simple form, but they too are incomplete at finite field, because the hyperfine interaction exchanges angular momentum between electrons and nucleus. The resulting correction falls as $1/B$. It contains the familiar $A^2$ term and, when a quadrupole interaction is present, further terms with the same power of $B$.

### Hamiltonian and regime

Let $\mathbf J$ and $\mathbf I$ be dimensionless angular momenta, and let the field $B$ point along $z$. The magnetic moments are written $-g_J\mu_B\mathbf J$ and $-g_I\mu_B\mathbf I$. Both factors thus use the Bohr magneton, and $g_I$ is small; it is negative for a nuclear moment parallel to the nuclear spin. Since the energy of a moment is minus its scalar product with the field,

$$
H=H_Z+V,\qquad H_Z=\mu_BB(g_JJ_z+g_II_z). \tag{1}
$$

The energy of the level without field and hyperfine interaction is the zero of energy. The hyperfine interaction is

$$
V=A\,\mathbf I\cdot\mathbf J+\kappa Q, \tag{2}
$$

$$
Q=3(\mathbf I\cdot\mathbf J)^2+\tfrac32\mathbf I\cdot\mathbf J-I(I+1)J(J+1), \tag{3}
$$

$$
\kappa=\frac{B_Q}{2I(2I-1)J(2J-1)}. \tag{4}
$$

The constants $A$ and $B_Q$ are energies. The letter $B$ without a subscript always means the field. If $I$ or $J$ is less than 1, there is no quadrupole term and $\kappa$ is set to zero.

The first term of (2) is the coupling of the nuclear dipole to the magnetic field of the electrons, which within a level of fixed $J$ is proportional to $\mathbf J$. The second is the coupling of the nuclear quadrupole to the electric field gradient of the electrons. Higher nuclear multipoles are left out.

Keeping $J$ fixed requires $\mu_BB\ll E_{\rm fs}$, where $E_{\rm fs}$ is the distance to the other fine-structure levels that the field can admix. Small corrections need a closer look. The field alone gives omitted shifts of order $(\mu_BB)^2/E_{\rm fs}$. The field together with a hyperfine element between different $J$, taken to be of order $A$, gives shifts of order $A\mu_BB/E_{\rm fs}$. The correction sought here is of order $A^2/(\mu_BB)$. For it to exceed these two omitted shifts one needs, respectively,

$$
(\mu_BB)^3\ll A^2E_{\rm fs},\qquad (\mu_BB)^2\ll |A|E_{\rm fs}. \tag{5}
$$

If these stricter conditions fail while $\mu_BB\ll E_{\rm fs}$ still holds, the formulas below remain correct for the Hamiltonian (1), but the omitted shifts must be added before a comparison with a real atom. The diamagnetic shift depends on the size of the electronic orbit and not on $E_{\rm fs}$, so (5) does not bound it, and it must be estimated separately. The purely electronic shift, which includes the diamagnetic one, is the same for all $m_I$ at given $m_J$ and cancels in differences between such levels. The mixed shift can depend on $m_I$ and does not cancel in general.

### Conserved projection

The product states $|m_J,m_I\rangle$ are eigenstates of $H_Z$. To see which of them are coupled by $V$, define $J_\pm=J_x\pm iJ_y$ and $I_\pm=I_x\pm iI_y$. Multiplication gives

$$
J_+I_-=J_xI_x+J_yI_y+i(J_yI_x-J_xI_y).
$$

In $J_-I_+$ the last bracket has the opposite sign. Adding the two products cancels it, and therefore

$$
\mathbf I\cdot\mathbf J=I_zJ_z+\tfrac12(J_+I_-+J_-I_+). \tag{6}
$$

Each term leaves $M=m_J+m_I$ unchanged. The operator $Q$ is a polynomial in $\mathbf I\cdot\mathbf J$, so it also conserves $M$. The Hamiltonian therefore splits into blocks of fixed $M$. Inside a block $m_I=M-m_J$, and the Zeeman energy becomes

$$
E^{(0)}=g_I\mu_BB\,M+m_J\Delta,\qquad \Delta=(g_J-g_I)\mu_BB. \tag{7}
$$

The first term is common to the whole block. States of one block differ in $m_J$, so their Zeeman energies are separated by nonzero multiples of $\Delta$. Ordinary nondegenerate perturbation theory applies in each block, even for $g_I=0$. In that case states with equal $m_J$ and different $m_I$ are degenerate under $H_Z$, but they belong to different blocks and $V$ does not couple them.

### The quadrupole operator in components

The diagonal part of (3) cannot be obtained by replacing $\mathbf I\cdot\mathbf J$ with $m_Im_J$, because the square of (6) contains products of flips that return to the initial state. A decomposition into tensors collects these terms. Define

$$
S_{ij}=\tfrac12(I_iI_j+I_jI_i)-\tfrac13\delta_{ij}\mathbf I^2, \tag{8}
$$

and let $T_{ij}$ be the same expression with $\mathbf J$ in place of $\mathbf I$. Both tensors are symmetric and have zero trace. By the Wigner-Eckart theorem the nuclear quadrupole tensor is proportional to $S_{ij}$ within a level of fixed $I$, and the electronic field gradient is proportional to $T_{ij}$ within a level of fixed $J$. The rotationally invariant coupling of the two is proportional to $\sum_{ij}S_{ij}T_{ij}$. It remains to show that this sum gives $Q$.

The commutation relations give $I_iI_j-I_jI_i=i\sum_k\epsilon_{ijk}I_k$. Hence

$$
I_iI_j=S_{ij}+\tfrac13\delta_{ij}\mathbf I^2+\tfrac i2\sum_k\epsilon_{ijk}I_k, \tag{9}
$$

and likewise for $\mathbf J$. Since $\mathbf I$ and $\mathbf J$ commute, $(\mathbf I\cdot\mathbf J)^2=\sum_{ij}I_iI_jJ_iJ_j$. Insert (9) for both factors. A symmetric tensor contracted with an antisymmetric one gives zero, and a traceless tensor contracted with $\delta_{ij}$ gives zero. The two $\delta_{ij}$ terms give $3\cdot\tfrac19\mathbf I^2\mathbf J^2$. The two antisymmetric terms give $(i/2)^2\cdot2\,\mathbf I\cdot\mathbf J$, because $\sum_{ij}\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$. Thus

$$
(\mathbf I\cdot\mathbf J)^2=\sum_{ij}S_{ij}T_{ij}+\tfrac13\mathbf I^2\mathbf J^2-\tfrac12\mathbf I\cdot\mathbf J. \tag{10}
$$

Multiplication by 3 and rearrangement give $Q=3\sum_{ij}S_{ij}T_{ij}$. The term $\tfrac32\mathbf I\cdot\mathbf J$ in (3) removes the dipole part contained in the square.

The sum is now sorted by the change of $m_J$. Zero trace means $S_{xx}+S_{yy}=-S_{zz}$, and similarly for $T$. Writing $S_{xx}$ and $S_{yy}$ through their sum and difference gives

$$
S_{xx}T_{xx}+S_{yy}T_{yy}=\tfrac12S_{zz}T_{zz}+\tfrac12(S_{xx}-S_{yy})(T_{xx}-T_{yy}). \tag{11}
$$

The squares of the ladder operators are

$$
I_\pm^2=(S_{xx}-S_{yy})\pm2iS_{xy}.
$$

With the same relation for $J_\mp^2$, the imaginary cross terms cancel in the sum

$$
I_+^2J_-^2+I_-^2J_+^2=2(S_{xx}-S_{yy})(T_{xx}-T_{yy})+8S_{xy}T_{xy}. \tag{12}
$$

One quarter of (12) is the last term of (11) plus $2S_{xy}T_{xy}$, which is the contribution of the $xy$ and $yx$ elements. For the remaining elements let $\{X,Y\}=XY+YX$. Then $\{I_z,I_\pm\}=2(S_{xz}\pm iS_{yz})$, and

$$
\{I_z,I_+\}\{J_z,J_-\}+\{I_z,I_-\}\{J_z,J_+\}=8(S_{xz}T_{xz}+S_{yz}T_{yz}). \tag{13}
$$

One quarter of (13) is the contribution of the $xz$, $zx$, $yz$ and $zy$ elements. The $zz$ element adds $S_{zz}T_{zz}$ to the half already present in (11), which makes $\tfrac32S_{zz}T_{zz}$. With $S_{zz}=(3I_z^2-\mathbf I^2)/3$ and the overall factor 3,

$$
\begin{aligned}
Q={}&\tfrac12(3I_z^2-\mathbf I^2)(3J_z^2-\mathbf J^2)\\
&+\tfrac34\left[\{I_z,I_+\}\{J_z,J_-\}+\{I_z,I_-\}\{J_z,J_+\}\right]\\
&+\tfrac34\left[I_+^2J_-^2+I_-^2J_+^2\right].
\end{aligned} \tag{14}
$$

The three lines change $m_J$ by zero, one and two units.

### First-order energies

The first-order energy is the diagonal element of $V$. Only the $z$ term of (6) and the first line of (14) contribute, so

$$
E^{(1)}=A\,m_Im_J+\frac{B_Q[3m_I^2-I(I+1)][3m_J^2-J(J+1)]}{4I(2I-1)J(2J-1)}. \tag{15}
$$

The factor 4 is the 2 in (4) times the 2 from the half in (14). In the stretched state $m_I=I$, $m_J=J$ the brackets are $I(2I-1)$ and $J(2J-1)$, and the quadrupole energy is $B_Q/4$. This fixes the meaning of $B_Q$.

For given $m_J$ the electrons produce a magnetic field along $z$ at the nucleus, and the dipole term splits the group into equally spaced levels. The quadrupole term is quadratic in $m_I$ and makes the spacing uneven. From (15), including the nuclear Zeeman energy,

$$
\begin{aligned}
E(m_J,m_I+1)-E(m_J,m_I)={}&g_I\mu_BB+A\,m_J\\
&+\tfrac{3\kappa}{2}[3m_J^2-J(J+1)](2m_I+1).
\end{aligned} \tag{16}
$$

Take $I=J=3/2$, $A/h=100$ MHz and $B_Q/h=20$ MHz, which are round model parameters. Then $\kappa/h=20/18=1.111$ MHz. For $m_J=3/2$ the bracket in (16) is 3, so the hyperfine part of the spacing is $150+5(2m_I+1)$ MHz. From the top of the group downwards this gives 160, 150 and 140 MHz, in agreement with the first-order shifts 230, 70, $-80$ and $-220$ MHz. With $g_I=-0.001$ at 0.5 T, the nuclear Zeeman term adds $-7.0$ MHz to every spacing.

At fixed $m_J$ the sum of (15) over $m_I$ vanishes, because $\sum m_I=0$ and $\sum m_I^2=(2I+1)I(I+1)/3$. To first order the hyperfine interaction therefore splits each group without moving its centre.

### Matrix elements of the flips

The next order needs the off-diagonal elements. For an angular momentum $j$ define

$$
L_\pm(j,m)=j(j+1)-m(m\pm1). \tag{17}
$$

The standard phase convention is $J_\pm|m_J\rangle=\sqrt{L_\pm(J,m_J)}\,|m_J\pm1\rangle$. In the anticommutator, $J_z$ acts once after the step, giving $m_J\pm1$, and once before it, giving $m_J$. Hence

$$
\{J_z,J_\pm\}|m_J\rangle=(2m_J\pm1)\sqrt{L_\pm(J,m_J)}\,|m_J\pm1\rangle. \tag{18}
$$

For the nucleus the opposite step gives the factor $2m_I\mp1$. The element for a single flip is the sum of $\tfrac12A$ from (6) and $\tfrac34\kappa(2m_J\pm1)(2m_I\mp1)$ from (14), multiplied by the two roots:

$$
\langle m_J\pm1,m_I\mp1|V|m_J,m_I\rangle=\tfrac12A_\pm\sqrt{L_\pm(J,m_J)L_\mp(I,m_I)}, \tag{19}
$$

$$
A_\pm=A+\tfrac{3\kappa}{2}(2m_J\pm1)(2m_I\mp1). \tag{20}
$$

The quadrupole interaction thus changes the strength of the dipole flip by an amount that depends on the state. It also produces double flips,

$$
\langle m_J\pm2,m_I\mp2|V|m_J,m_I\rangle=\tfrac{3\kappa}{4}\sqrt{P_\pm(J,m_J)P_\mp(I,m_I)}, \tag{21}
$$

$$
P_\pm(j,m)=L_\pm(j,m)\,L_\pm(j,m\pm1). \tag{22}
$$

The factors $L$ vanish at the ends of the ladders, so forbidden steps drop out by themselves.

## II. The correction of order 1/B

The Hamiltonian is $H_Z+V$, where $V$ contains the dipole constant $A$ and the quadrupole constant $B_Q$, with $\kappa=B_Q/[2I(2I-1)J(2J-1)]$. States of fixed $M=m_J+m_I$ form a block, in which the Zeeman energies are a common constant plus $m_J\Delta$, with $\Delta=(g_J-g_I)\mu_BB$. The first-order energy $E^{(1)}$ is (15). Single flips have the elements (19) with the effective constants $A_\pm$, and double flips have the elements (21). The factors $L_\pm$ and $P_\pm$ are defined in (17) and (22).

### Second-order energy

Let $k$ be the state of interest, $n$ the other states of its block, and $c_k$, $c_n$ their amplitudes in the eigenvector. The row of the eigenvalue equation for $k$ reads

$$
(E-E_k^{(0)}-V_{kk})c_k=\sum_{n\ne k}V_{kn}c_n. \tag{23}
$$

The row for $n$ has the coefficient $E-E_n^{(0)}-V_{nn}$, which is $E_k^{(0)}-E_n^{(0)}$ up to terms that do not grow with the field. The amplitudes $c_n$ are of order $1/\Delta$, so their mutual coupling enters one order later. To leading order

$$
c_n=\frac{V_{nk}}{E_k^{(0)}-E_n^{(0)}}\,c_k.
$$

Inserting this in (23) gives

$$
E=E_k^{(0)}+V_{kk}+\sum_{n\ne k}\frac{|V_{nk}|^2}{E_k^{(0)}-E_n^{(0)}}+O(\Delta^{-2}). \tag{24}
$$

The order of the remainder follows from the form of the block. Apart from a constant, it is $\Delta$ times the matrix $m_J+V/\Delta$. An eigenvalue of this matrix that is nondegenerate at $1/\Delta=0$ has a power series in $1/\Delta$. Its cubic term, multiplied by $\Delta$, is the first one omitted in (24).

A flip that lowers $m_J$ by one has the denominator $+\Delta$, and one that raises it has $-\Delta$. For double flips the denominators are $\pm2\Delta$. With the abbreviations

$$
a=J(J+1)-m_J^2,\qquad b=I(I+1)-m_I^2, \tag{25}
$$

the ladder factors are $L_\pm(J,m_J)=a\mp m_J$ and $L_\pm(I,m_I)=b\mp m_I$. The squares of (19) and (21) then give

$$
\begin{aligned}
E_2={}&\frac{(a+m_J)(b-m_I)A_-^2-(a-m_J)(b+m_I)A_+^2}{4\Delta}\\
&+\frac{9\kappa^2}{32\Delta}\big[P_-(J,m_J)P_+(I,m_I)\\
&\qquad\quad-P_+(J,m_J)P_-(I,m_I)\big].
\end{aligned} \tag{26}
$$

The factor $9/32$ is $(3/4)^2$ divided by 2. The energy through order $1/B$ is

$$
E=\mu_BB(g_Jm_J+g_Im_I)+E^{(1)}+E_2+O(B^{-2}). \tag{27}
$$

The energy through order $1/B$ is now given by (27), with the second-order correction (26) containing both dipole and quadrupole flips. It remains to isolate the $A^2$ term, to test the result against the Breit-Rabi formula and exact diagonalization, and to find where the expansion fails.
